# Silicon Chain Hoppings from the Valley Position and Longitudinal Mass: verification in Python

```python
"""
Result under test: a chain with one orbital per site, spacing d = a/4,
on-site energy eps, first-neighbour hopping v and second-neighbour hopping u,
    E(k) = eps + 2 v cos(k d) + 2 u cos(2 k d),
has its minimum at k0 with effective mass m if and only if
    u = hbar^2 / (8 m d^2 sin^2(theta0)),   v = -4 u cos(theta0),
where theta0 = k0 d lies between 0 and pi/2.  The choice
eps = 2 u + v^2/(4 u) puts the minimum at zero energy.
Energies are in eV, lengths in nm, masses in free-electron masses.
"""
import numpy as np
from scipy import constants as const

HB2 = const.hbar**2 / const.m_e / const.e * 1e18   # hbar^2/m_e in eV nm^2


def hoppings(theta, spacing, mass):
    """Closed-form inversion."""
    u = HB2 / (8 * mass * spacing**2 * np.sin(theta)**2)
    return -4 * u * np.cos(theta), u


def numerical_inversion(theta, spacing, mass, third=0.0):
    """Solve for v and u using finite-difference derivatives of the band."""
    k, h = theta / spacing, 1e-3 / spacing
    slope, curvature = [], []
    for n in (1, 2, 3):
        low, mid, high = (2 * np.cos(n * spacing * x) for x in (k-h, k, k+h))
        slope.append((high - low) / (2 * h))
        curvature.append((high - 2 * mid + low) / h**2)
    matrix = np.array([slope[:2], curvature[:2]])
    target = np.array([-third * slope[2], HB2 / mass - third * curvature[2]])
    return np.linalg.solve(matrix, target)


def chain_matrix(sites, eps, v, u, periodic):
    if periodic:
        shift = np.roll(np.eye(sites), 1, axis=0)
        shift2 = shift @ shift
    else:
        shift, shift2 = np.eye(sites, k=1), np.eye(sites, k=2)
    return (eps * np.eye(sites) + v * (shift + shift.T)
            + u * (shift2 + shift2.T))


# Rough typical silicon inputs
a = 0.5431
fraction = 0.85
mass_l = 0.916
d = a / 4
k0 = fraction * 2 * np.pi / a
theta0 = k0 * d
v, u = hoppings(theta0, d, mass_l)
eps = 2 * u + v**2 / (4 * u)


def band(theta):
    return eps + 2 * v * np.cos(theta) + 2 * u * np.cos(2 * theta)


# Separate inversion from numerical derivatives
v_num, u_num = numerical_inversion(theta0, d, mass_l)
assert abs(v_num / v - 1) < 1e-5 and abs(u_num / u - 1) < 1e-5

# Ring: position of the minima, whole spectrum and mass
sites = 400
ring = chain_matrix(sites, eps, v, u, True)
levels, states = np.linalg.eigh(ring)
assert np.max(np.abs(levels[:2])) < 1e-11 and levels[2] > 1e-4
weights = np.sum(np.abs(np.fft.fft(states[:, :2], axis=0))**2, axis=1)
weights /= weights.sum()
index = int(np.argmax(weights[:sites // 2]))
ring_fraction = 4 * index / sites
assert abs(ring_fraction - fraction) < 1e-12
assert abs(weights[index] + weights[sites - index] - 1) < 1e-8
angles = 2 * np.pi * np.arange(sites) / sites
square_form = np.sort(4 * u * (np.cos(angles) - np.cos(theta0))**2)
assert np.max(np.abs(square_form - levels)) < 1e-10


def ring_energy(j):
    wave = np.exp(2j * np.pi * j * np.arange(sites) / sites)
    return np.vdot(wave, ring @ wave).real / sites


dk = 2 * np.pi / (sites * d)
ring_curvature = (ring_energy(index + 1) - 2 * ring_energy(index)
                  + ring_energy(index - 1)) / dk**2
ring_mass = HB2 / ring_curvature
# The finite wave-vector mesh leaves a relative error near 1e-4
assert abs(ring_mass / mass_l - 1) < 5e-4

# Reversed sign of v: the minimum moves to pi - theta0
_, flipped_states = np.linalg.eigh(chain_matrix(sites, eps, -v, u, True))
flip_weights = np.sum(np.abs(np.fft.fft(flipped_states[:, :2], axis=0))**2,
                      axis=1)
flip_index = int(np.argmax(flip_weights[:sites // 2]))
flip_fraction = 4 * flip_index / sites
assert flip_index == sites // 2 - index

# Weak harmonic trap: spacing of level pairs tests the mass dynamically
trap_quantum = 0.004
trap_sites = 601
position = (np.arange(trap_sites) - trap_sites // 2) * d
trap = np.diag(0.5 * mass_l * trap_quantum**2 / HB2 * position**2)
trapped = np.linalg.eigvalsh(
    chain_matrix(trap_sites, eps, v, u, False) + trap)
trapped_flip = np.linalg.eigvalsh(
    chain_matrix(trap_sites, eps, -v, u, False) + trap)
assert np.max(np.abs(trapped - trapped_flip)) < 1e-10
assert abs(trapped[1] - trapped[0]) < 1e-10
trap_spacing = np.mean(trapped[2:4]) - np.mean(trapped[:2])
# Departure from a parabola limits the agreement to below 0.2 percent
assert abs(trap_spacing / trap_quantum - 1) < 2e-3
assert abs(np.mean(trapped[:2]) / (trap_quantum / 2) - 1) < 2e-3

# Sensitivity to the valley position
sens_v = -theta0 * (np.tan(theta0) + 2 / np.tan(theta0))
sens_u = -2 * theta0 / np.tan(theta0)
step = 1e-3
upper = numerical_inversion(theta0 * np.exp(step), d, mass_l)
lower = numerical_inversion(theta0 * np.exp(-step), d, mass_l)
sens_num = np.log(np.abs(upper / lower)) / (2 * step)
assert np.allclose(sens_num, [sens_v, sens_u], rtol=1e-3)

# Departure from the parabola at the wave number of a 10 nm well
well = 10.0
q = np.pi / well
p = q * d


def departure(angle):
    parabola = HB2 * (angle / d)**2 / (2 * mass_l)
    return band(theta0 + angle) / parabola - 1


cot0 = 1 / np.tan(theta0)
dep_plus, dep_minus = departure(p), departure(-p)
assert abs((dep_plus - dep_minus) / 2 / (p * cot0) - 1) < 1e-2
assert abs((dep_plus + dep_minus) / 2
           / (p**2 * (cot0**2 / 4 - 1 / 3)) - 1) < 1e-2
well_energy = HB2 * q**2 / (2 * mass_l)
kT = const.k * 300 / const.e
p_thermal = d * np.sqrt(2 * mass_l * kT / HB2)

# Recover the inputs from rounded hoppings
v_round, u_round = round(v, 3), round(u, 3)
cos_back = -v_round / (4 * u_round)
fraction_back = np.arccos(cos_back) / (np.pi / 2)
mass_back = HB2 / (8 * u_round * d**2 * (1 - cos_back**2))
assert abs(fraction_back - fraction) < 1e-3
assert abs(mass_back / mass_l - 1) < 2e-3

# Other valley position, strain, in-plane confinement, third neighbours
other_fraction = 0.82
v_other, u_other = hoppings(other_fraction * np.pi / 2, d, mass_l)
contraction = 0.009
v_strain, u_strain = numerical_inversion(theta0, d * (1 - contraction), mass_l)
mass_t, dot_length = 0.19, 15.0
lateral_quantum = HB2 / (mass_t * dot_length**2)
w = 0.05
v_third, u_third = numerical_inversion(theta0, d, mass_l, w)


def band_third(theta):
    return 2 * (v_third * np.cos(theta) + u_third * np.cos(2 * theta)
                + w * np.cos(3 * theta))


bottom_third = band_third(theta0)
assert np.min(band_third(np.linspace(0, np.pi, 4001))) > bottom_third - 1e-8

print(f"lattice constant a = {a:.4f} nm")
print(f"site spacing d = {d:.6f} nm")
print(f"valley position k0/(2 pi/a) = {fraction:.2f} (dimensionless)")
print(f"valley wave number k0 = {k0:.4f} nm^-1")
print(f"longitudinal mass = {mass_l:.3f} electron masses")
print(f"hbar^2/m_e = {HB2:.6f} eV nm^2")
print(f"theta0 = {theta0:.5f} rad")
print(f"cos(theta0) = {np.cos(theta0):.5f} (dimensionless)")
print(f"sin^2(theta0) = {np.sin(theta0)**2:.5f} (dimensionless)")
print(f"first-neighbour hopping v = {v:.4f} eV")
print(f"second-neighbour hopping u = {u:.4f} eV")
print(f"on-site energy, minimum at zero = {eps:.4f} eV")
print(f"height at X above minimum = {band(np.pi / 2):.4f} eV")
print(f"height at Gamma above minimum = {band(0.0):.4f} eV")
print(f"v from numerical derivatives = {v_num:.4f} eV")
print(f"u from numerical derivatives = {u_num:.4f} eV")
print(f"ring size = {sites} sites")
print(f"ring minimum k/(2 pi/a) = {ring_fraction:.4f} (dimensionless)")
print(f"ring mass = {ring_mass:.4f} electron masses")
print(f"minimum with v reversed = {flip_fraction:.4f} x 2 pi/a")
print(f"trap quantum put in = {trap_quantum * 1e3:.3f} meV")
print(f"trap length = {trap_sites} sites")
print(f"spacing of lowest trap pairs = {trap_spacing * 1e3:.4f} meV")
print(f"rounded hoppings v, u = {v_round:.3f}, {u_round:.3f} eV")
print(f"k0 recovered from rounded hoppings = {fraction_back:.4f} x 2 pi/a")
print(f"mass recovered = {mass_back:.4f} electron masses")
print(f"d ln|v| / d ln k0 = {sens_v:.3f} (dimensionless)")
print(f"d ln u / d ln k0 = {sens_u:.3f} (dimensionless)")
print(f"alternative k0 = {other_fraction:.2f} x 2 pi/a")
print(f"v, u at alternative k0 = {v_other:.4f}, {u_other:.4f} eV")
print(f"well width = {well:.1f} nm")
print(f"parabolic energy at q = pi/width = {well_energy * 1e3:.3f} meV")
print(f"departure from parabola at k0+q = {100 * dep_plus:.2f} %")
print(f"departure from parabola at k0-q = {100 * dep_minus:.2f} %")
print(f"kT at 300 K = {kT * 1e3:.2f} meV")
print(f"departure at kT, outer side = {100 * departure(p_thermal):.2f} %")
print(f"departure at kT, inner side = {100 * departure(-p_thermal):.2f} %")
print(f"assumed spacing contraction = {100 * contraction:.1f} %")
print(f"v, u with contraction = {v_strain:.4f}, {u_strain:.4f} eV")
print(f"change of u by contraction = {100 * (u_strain / u - 1):.2f} %")
print(f"transverse mass = {mass_t:.2f} electron masses")
print(f"dot oscillator length = {dot_length:.1f} nm")
print(f"in-plane oscillator quantum = {lateral_quantum * 1e3:.3f} meV")
print(f"trial third-neighbour hopping = {w:.3f} eV")
print(f"refitted v, u = {v_third:.4f}, {u_third:.4f} eV")
print(f"refitted height at X = {band_third(np.pi/2) - bottom_third:.4f} eV")
print(f"refitted height at Gamma = {band_third(0.0) - bottom_third:.4f} eV")
print("checks complete")
```

Output:

```
lattice constant a = 0.5431 nm
site spacing d = 0.135775 nm
valley position k0/(2 pi/a) = 0.85 (dimensionless)
valley wave number k0 = 9.8337 nm^-1
longitudinal mass = 0.916 electron masses
hbar^2/m_e = 0.076200 eV nm^2
theta0 = 1.33518 rad
cos(theta0) = 0.23345 (dimensionless)
sin^2(theta0) = 0.94550 (dimensionless)
first-neighbour hopping v = -0.5571 eV
second-neighbour hopping u = 0.5966 eV
on-site energy, minimum at zero = 1.3232 eV
height at X above minimum = 0.1300 eV
height at Gamma above minimum = 1.4022 eV
v from numerical derivatives = -0.5571 eV
u from numerical derivatives = 0.5966 eV
ring size = 400 sites
ring minimum k/(2 pi/a) = 0.8500 (dimensionless)
ring mass = 0.9161 electron masses
minimum with v reversed = 1.1500 x 2 pi/a
trap quantum put in = 4.000 meV
trap length = 601 sites
spacing of lowest trap pairs = 3.9979 meV
rounded hoppings v, u = -0.557, 0.597 eV
k0 recovered from rounded hoppings = 0.8501 x 2 pi/a
mass recovered = 0.9153 electron masses
d ln|v| / d ln k0 = -6.203 (dimensionless)
d ln u / d ln k0 = -0.641 (dimensionless)
alternative k0 = 0.82 x 2 pi/a
v, u at alternative k0 = -0.6826, 0.6117 eV
well width = 10.0 nm
parabolic energy at q = pi/width = 4.105 meV
departure from parabola at k0+q = 0.97 %
departure from parabola at k0-q = -1.08 %
kT at 300 K = 25.85 meV
departure at kT, outer side = 2.20 %
departure at kT, inner side = -2.93 %
assumed spacing contraction = 0.9 %
v, u with contraction = -0.5672, 0.6075 eV
change of u by contraction = 1.82 %
transverse mass = 0.19 electron masses
dot oscillator length = 15.0 nm
in-plane oscillator quantum = 1.782 meV
trial third-neighbour hopping = 0.050 eV
refitted v, u = -0.3744, 0.5265 eV
refitted height at X = 0.1250 eV
refitted height at Gamma = 1.5824 eV
checks complete
```
